# Two derivations of the 1/(Kh) law for threading dislocation density

## Definitions and conventions

A threading dislocation runs through a film and ends at its growing surface. Let $h$ be the film thickness and $\rho(h)$ the number of such ends per unit area of the surface. Observation starts at a thickness $h_0>0$, where $\rho(h_0)=\rho_0$. Thickness plays the part of time: as material is added, each thread lengthens, and the point where it meets the surface generally moves sideways.

Two threads with opposite Burgers vectors, both lines being directed towards the surface, can join when they come close. Neither then reaches the new surface. This is pairwise annihilation, and its mean-field rate law is

$$\frac{d\rho}{dh}=-K\rho^2,\qquad K>0. \tag{1}$$

Since $\rho$ is an inverse area and $d\rho/dh$ an inverse volume, $K$ is a length. It is taken as constant, and no threads are created or blocked.

The result to be shown is

$$\lim_{h\to\infty}K h\,\rho(h)=1\qquad\text{for every fixed }\rho_0>0. \tag{2}$$

The leading behaviour $\rho\simeq 1/(Kh)$ therefore does not contain $\rho_0$. The condition $\rho_0>0$ is needed, because a film that starts without threads keeps $\rho=0$ under (1). The thickness at which the common law becomes accurate does depend on $\rho_0$.

## Where the rate law comes from

A simple geometry gives both the square in (1) and a value for $K$. Let all threads be straight and inclined at the same angle $\theta$ to the film normal, with random azimuth. When the film thickens by $dh$, each surface point moves sideways by $u\,dh$, where $u=\tan\theta$. Let opposite threads annihilate when their surface points come within a distance $r_A$.

Two points whose directions of motion differ by an angle $\phi$ have relative lateral speed, per unit thickness,

$$g=\sqrt{u^2+u^2-2u^2\cos\phi}=2u\left|\sin\frac{\phi}{2}\right|,$$

because $1-\cos\phi=2\sin^2(\phi/2)$. For random azimuths $\phi$ is uniform between $0$ and $2\pi$, where the sine of $\phi/2$ is not negative. The mean is

$$\langle g\rangle=\frac{1}{2\pi}\int_0^{2\pi}2u\sin\frac{\phi}{2}\,d\phi
=\frac{u}{\pi}\left[-2\cos\frac{\phi}{2}\right]_0^{2\pi}=\frac{4u}{\pi}.$$

Seen from one thread, another moves past at speed $g$ and is caught if its path passes within $r_A$ on either side. The area swept in $dh$ is thus $2r_Ag\,dh$. With a single pair of opposite Burgers vectors, equal numbers of both signs and no link between sign and azimuth, the density of possible partners is $\rho/2$. In a real crystal with several Burgers vectors the fraction of partners is smaller, and reactions that fuse two threads into one also contribute, so the coefficient found below belongs to this two-sign model only. If positions are uncorrelated, the probability that a given thread is lost in $dh$ is

$$2r_A\langle g\rangle\,\frac{\rho}{2}\,dh=r_A\langle g\rangle\rho\,dh.$$

Multiplying by the density $\rho$ of threads exposed to this loss gives (1) with

$$K=r_A\langle g\rangle=\frac{4r_Au}{\pi}. \tag{3}$$

Counting pairs confirms the factor. The number of encounters per area in $dh$ is $(\rho/2)(\rho/2)\,2r_A\langle g\rangle dh=\tfrac12 r_A\langle g\rangle\rho^2dh$, and each encounter removes two threads.

If the azimuth distribution is exactly uniform, all azimuths have the same loss rate, so it stays uniform and $K$ does not drift as threads disappear. This state is not stable, however. The average of $g\cos\phi$ is $-\langle g\rangle/3$. If both signs are distributed as $1+a\cos\varphi$ with small $a$, where $\varphi$ is the azimuth, a thread is lost at the rate $K\rho\,(1-\tfrac{a}{3}\cos\varphi)$. Threads along the preferred direction survive longer, $da/dh=K\rho\,a/3$, and $a$ grows as $\rho^{-1/3}$. The change in $K$ is of second order in $a$: for an initial $a=0.1$, $K$ falls by about 3 percent when the density has dropped a hundredfold and by about 14 percent when it has dropped a thousandfold. A constant $K$ therefore requires that any such bias is still small at the thickness considered. The argument treats encounters as separate events between two threads, which requires $r_A^2\rho\ll1$. If all threads were parallel to the normal, $u$ would vanish and this mechanism would stop: without lateral motion, growth brings no new pairs together.

## First derivation: integrating the inverse density

For $\rho>0$, the chain rule and (1) give

$$\frac{d}{dh}\left(\frac1\rho\right)=-\frac{1}{\rho^2}\frac{d\rho}{dh}
=-\frac{1}{\rho^2}\left(-K\rho^2\right)=K.$$

The inverse density, which is the mean surface area per thread, grows at a constant rate. Integration from $h_0$ to $h$ gives

$$\frac{1}{\rho(h)}=\frac{1}{\rho_0}+K(h-h_0),
\qquad
\rho(h)=\frac{1}{1/\rho_0+K(h-h_0)}. \tag{4}$$

The denominator is positive for all $h\ge h_0$, so $\rho$ stays finite and positive and the division by $\rho^2$ was allowed.

To compare with $1/(Kh)$, divide the first equation in (4) by $Kh$:

$$\frac{1}{Kh\rho}=\frac{1}{K\rho_0h}+1-\frac{h_0}{h}=1+\frac{s}{h},
\qquad s=\frac{1}{K\rho_0}-h_0.$$

Hence

$$Kh\rho=\frac{h}{h+s}=1-\frac{s}{h}+O(h^{-2}). \tag{5}$$

The initial density enters through the fixed length $s$. As $h$ grows, $s/h$ tends to zero, which proves (2). The initial condition has not vanished from the solution; it is a constant added to a quantity that grows without limit.

The sign of $s$ tells from which side the limit is reached. A low initial density has $s>0$ and stays below $1/(Kh)$. A density above $1/(Kh_0)$ has $s<0$ and stays above it. If $\rho_0=1/(Kh_0)$, then $s=0$ and $\rho=1/(Kh)$ from the start.

### How thick the film must be

Let the permitted deviation of $\rho$, relative to $1/(Kh)$, be $\varepsilon$, with $0<\varepsilon<1$. For $s>0$,

$$1-Kh\rho=\frac{s}{h+s}\le\varepsilon
\;\Longleftrightarrow\; s(1-\varepsilon)\le\varepsilon h
\;\Longleftrightarrow\; h\ge\frac{1-\varepsilon}{\varepsilon}\,s. \tag{6}$$

For $s<0$ we have $|s|=h_0-1/(K\rho_0)<h_0\le h$, so $h-|s|$ is positive and

$$Kh\rho-1=\frac{|s|}{h-|s|}\le\varepsilon
\;\Longleftrightarrow\; h\ge\frac{1+\varepsilon}{\varepsilon}\,|s|.$$

If either bound lies below $h_0$, the condition already holds at the start.

For small $\rho_0$ the required thickness grows as $1/(K\rho_0)$. No single thickness therefore serves all positive initial densities: at any fixed $h$, choosing $\rho_0$ small enough makes $Kh\rho$ as small as desired. At the other end, letting $\rho_0\to\infty$ in (4) gives the upper bound $\rho<1/[K(h-h_0)]$ for $h>h_0$. However many threads the film starts with, this model allows no more than that to survive.

### How the initial value is forgotten

Differentiating (4) with respect to $\rho_0$ at fixed $h$ gives

$$\frac{\partial\rho}{\partial\rho_0}
=-\rho^2\frac{\partial}{\partial\rho_0}\left(\frac1{\rho_0}\right)
=\frac{\rho^2}{\rho_0^2},
\qquad
\frac{\partial\ln\rho}{\partial\ln\rho_0}
=\frac{\rho_0}{\rho}\frac{\rho^2}{\rho_0^2}=\frac{\rho}{\rho_0}.$$

The surviving fraction is thus also the sensitivity to the initial value. When one thread in ten survives, a 1 percent change in $\rho_0$ changes $\rho$ by about 0.1 percent.

For two films $a$ and $b$ with the same $K$ and $h_0$, subtraction of their equations (4) shows that $1/\rho_b-1/\rho_a$ keeps its initial value. Therefore

$$\rho_a-\rho_b=\rho_a\rho_b\left(\frac1{\rho_b}-\frac1{\rho_a}\right)
\simeq\frac{1}{K^2h^2}\left(\frac1{\rho_{b0}}-\frac1{\rho_{a0}}\right)$$

at large $h$. The difference falls as $h^{-2}$, one power faster than the densities themselves.

A first-order loss behaves differently. If each thread disappeared at a constant rate $1/\ell$, independent of the others, then $\rho=\rho_0e^{-(h-h_0)/\ell}$. The ratio of two densities would never change. In pairwise annihilation the denser film loses a larger fraction of its threads per unit thickness, and this brings the two films together.

## Second derivation: a fixed point in logarithmic thickness

The limit can also be found without solving for $\rho$. Measure the density in units of the expected law, and thickness on a logarithmic scale:

$$y=Kh\rho,\qquad x=\ln\frac{h}{h_0}.$$

Since $d/dx=h\,d/dh$, the product rule and (1) give

$$\frac{dy}{dx}=h\left(K\rho+Kh\frac{d\rho}{dh}\right)
=Kh\rho-K^2h^2\rho^2=y(1-y). \tag{7}$$

Thickness no longer appears explicitly. The reason is that (1) keeps its form when $h$ is multiplied by a factor and $\rho$ is divided by the same factor; such a change leaves $y$ alone and shifts $x$ by a constant.

Equation (7) has two constant solutions, $y=0$ and $y=1$. Its right-hand side is smooth, so different solutions cannot cross. A film with $\rho_0>0$ starts at $y_0=Kh_0\rho_0>0$, which leaves three cases.

- If $0<y_0<1$, then $y$ stays between 0 and 1, where $dy/dx>0$. It rises.
- If $y_0=1$, then $y$ stays at 1.
- If $y_0>1$, then $y$ stays above 1, where $dy/dx<0$. It falls.

In the first and third cases $y$ is monotonic and bounded, so it exists for all $x\ge0$ and tends to a limit $L$. If $L(1-L)$ were not zero, $dy/dx$ would approach a nonzero constant and $y$ would run off without bound, a contradiction. Hence $L$ is 0 or 1. It cannot be 0, because $y$ rises from a positive value in the first case and stays above 1 in the third. So $y\to1$, which is (2).

### The rate of approach

Let $\delta=y-1$. Equation (7) becomes $d\delta/dx=-y\delta$, and therefore

$$\delta(x)=\delta_0\exp\left(-\int_0^x y\,dx'\right)
=\delta_0\,e^{-x}\exp\left(-\int_0^x\delta\,dx'\right).$$

Since $y\to1$, $y$ exceeds $1/2$ beyond some $x$, and from there on $|\delta|$ decreases at least as fast as $e^{-x/2}$. The last integral then converges as $x\to\infty$, so $\delta e^{x}$ tends to a constant. Because $e^{-x}=h_0/h$, the deviation falls as $1/h$, in agreement with (5).

### What the variable $y$ means

The quantity $y$ is also the local exponent of the density:

$$-\frac{d\ln\rho}{d\ln h}=-\frac{h}{\rho}\frac{d\rho}{dh}=Kh\rho=y.$$

Under (1), a film whose density falls locally as $h^{-0.7}$ has 0.7 times the limiting density. Closeness to the limiting slope and closeness to the limiting value are the same condition.

The fixed point also has a direct reading. The loss probability per thread and unit thickness is $K\rho=y/h$, which becomes $1/h$ in the limit. A film with too few threads loses them more slowly than this, so its density falls less steeply than $1/h$ and catches up with the common law. A film with too many loses them faster.

## What each derivation assumes

Both derivations start from (1), so they share its physical assumptions: balanced signs, uncorrelated encounters, no sources and no blocked threads. Neither can justify these. They differ in the mathematical property that they use.

The first uses the fact that $1/\rho$ has a derivative independent of $\rho$. In return it gives the whole curve, including the length $s$ and the thickness criterion. It also extends easily to a varying annihilation length. If $K$ is a function of $h$, then

$$\frac1\rho=\frac1{\rho_0}+\int_{h_0}^{h}K(h')\,dh'.$$

When $K(h)$ tends to a positive constant $K_\infty$, the integral divided by $h$ tends to $K_\infty$, and (2) holds with $K_\infty$.

The same reasoning covers a $K$ that depends only on the current density. Suppose that $K(\rho)$ stays above some positive value and tends to $K_d$ in the dilute limit. Then $1/\rho$ grows without bound, the film becomes dilute, and $K(\rho)$ approaches $K_d$. The limiting law contains $K_d$ alone. The density dependence of $K$ changes only corrections that become negligible relative to the leading term as $h$ grows.

In a film that starts with $r_A^2\rho_0$ near 1, $K$ need not depend on the current density alone. Even when the two signs balance overall, random placement leaves local excesses of one sign. Over a region of radius about $uh$, the excess density is of order $\sqrt{\rho_0}/(uh)$, which falls with the same power of $h$ as $1/(Kh)$. Relative to the limiting law it is of order $r_A\sqrt{\rho_0}$. The coefficient can therefore keep a memory of $\rho_0$ unless $r_A^2\rho_0\ll1$, even after the film has become dilute.

The second derivation uses the scaling property of (1) and the sign of $y(1-y)$. It does not need a closed solution, although by itself it leaves the amplitude of the correction as an unevaluated integral. Its advantage appears when another process is added. Consider, as a hypothetical case, a source of new threads that weakens as $\sigma/h^2$, with constant $\sigma>0$:

$$\frac{d\rho}{dh}=-K\rho^2+\frac{\sigma}{h^2}
\quad\Longrightarrow\quad
\frac{dy}{dx}=y-y^2+K\sigma.$$

The equation for $1/\rho$ now contains $\rho$ on its right-hand side, and direct integration as in (4) fails. The fixed points are still found at once:

$$y_\pm=\frac{1\pm\sqrt{1+4K\sigma}}{2}.$$

Here $y_-<0<y_+$, and $dy/dx=-(y-y_+)(y-y_-)$ is positive for $0\le y<y_+$ and negative for $y>y_+$. Every initial density, including zero, is drawn to $\rho\simeq y_+/(Kh)$. The memory of $\rho_0$ is still lost, but the coefficient exceeds $1/K$. An observed $1/h$ decay that is independent of the initial density therefore does not by itself prove that annihilation acts alone.

## Unequal numbers of opposite threads

If the two signs are not balanced, the $1/h$ law no longer holds in the limit of large thickness. Let $p$ and $m$ be the densities of the two signs, with $p>m$. A thread of the first kind meets partners of density $m$, so its loss rate is $2r_A\langle g\rangle m=2Km$, and

$$\frac{dp}{dh}=\frac{dm}{dh}=-2Kpm.$$

The excess $D=p-m$ is conserved. With $\rho=p+m$ we have $4pm=\rho^2-D^2$, and the sum of the two rates is

$$\frac{d\rho}{dh}=-4Kpm=-K(\rho^2-D^2). \tag{8}$$

To integrate, use

$$\frac{1}{\rho^2-D^2}=\frac{1}{2D}\left(\frac{1}{\rho-D}-\frac{1}{\rho+D}\right),$$

which gives

$$\frac{\rho-D}{\rho+D}=q,\qquad
q=\frac{\rho_0-D}{\rho_0+D}\,e^{-2KD(h-h_0)},\qquad
\rho=D\,\frac{1+q}{1-q}.$$

As $h\to\infty$, $q\to0$ and $\rho\to D$: the excess threads have no partners left. In the variables of the second derivation, (8) reads $dy/dx=y-y^2+(KDh)^2$. The added term grows with thickness, so $y=1$ is no longer a fixed point. The $1/(Kh)$ law can then appear as an intermediate regime, for $h$ much larger than $h_0$ and $1/(K\rho_0)$ but much smaller than $1/(KD)$. This range exists if $D$ is far below both $\rho_0$ and $1/(Kh_0)$.

## Worked example

Take round model parameters, attached to no material: $r_A=20$ nm, $u=1$ (threads at 45 degrees) and $h_0=0.1$ µm. Equation (3) gives

$$K=\frac{4\times20\ \text{nm}}{\pi}=25.46\ \text{nm}=0.02546\ \text{µm}.$$

At $h=10$ µm the limiting law is

$$\frac{1}{Kh}=\frac{1}{0.02546\times10}\ \text{µm}^{-2}=3.93\ \text{µm}^{-2}=3.93\times10^8\ \text{cm}^{-2}.$$

For $\rho_0=10^9$ cm$^{-2}$, or 10 µm$^{-2}$, the crossover length is $1/(K\rho_0)=3.927$ µm. Then $s=3.927-0.1=3.827$ µm, and (5) gives $Kh\rho=10/13.827=0.723$. The density is $0.723\times3.93\times10^8=2.84\times10^8$ cm$^{-2}$. By (6), agreement within 10 percent begins at $9\times3.827=34.4$ µm.

A film starting ten times denser, at $10^{10}$ cm$^{-2}$, has $3.82\times10^8$ cm$^{-2}$ at 10 µm. The initial ratio of 10 has shrunk to 1.34. At 100 µm the densities are $3.92\times10^7$ and $3.78\times10^7$ cm$^{-2}$, a ratio of 1.04. For the denser film $r_A^2\rho_0=0.04$, so the dilute condition is less well met than in the other films.

The film with $\rho_0=10^7$ cm$^{-2}$ shows the other side of the result. At 100 µm it still has $8.0\times10^6$ cm$^{-2}$, about one fifth of the limiting value. It comes within 10 percent of the common law at about 3.5 mm. For such a film the limit is true, but over the first 100 µm the initial density is the better guide.

Now let a film with $\rho_0=10^9$ cm$^{-2}$ have an excess $D=10^8$ cm$^{-2}$, for which $1/(KD)=39$ µm. At 10 µm its density is $2.95\times10^8$ cm$^{-2}$, 4 percent above that of the balanced film. At 100 µm it is $1.01\times10^8$ cm$^{-2}$, against $3.8\times10^7$ for the balanced film, and it has nearly reached its plateau. The lengths $1/(K\rho_0)$ and $1/(KD)$ differ by a factor of ten, too little for a clear $1/h$ regime between them.

The value of $K$ was tested by a simulation of moving surface points that remove one another in opposite pairs, without use of (1). In units with $r_A=u=1$, equation (3) predicts $K=1.273$. Two runs with different initial densities gave 1.252 and 1.305, which are about 2 percent below and about 3 percent above the prediction. With 774 and 1306 points left, the square root of the count suggests fluctuations of roughly 3 to 4 percent, so these deviations are no evidence against (3). The ratio of the two densities fell from 3.99 to 1.19, where the formula gives 1.14. This supports the assumption of uncorrelated encounters for random azimuths and $r_A^2\rho$ up to about $10^{-3}$; it does not test denser films or threads confined to a few directions. The periodic cells, 4000 and about 5660 $r_A$ wide, held exactly equal numbers of both signs and were shorter than the path of 15708 $r_A$ travelled by each point, so local excesses of one sign on the scale $uh$ were not tested at late stages either. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
annihilation radius r_A = 20.0 nm
lateral displacement per thickness u = 1.00
mean relative lateral speed <g> = 1.2732
annihilation length K = 25.46 nm
starting thickness h0 = 0.10 um
limit law 1/(K h) at 1 um = 3.927e+09 cm^-2
limit law 1/(K h) at 10 um = 3.927e+08 cm^-2
limit law 1/(K h) at 100 um = 3.927e+07 cm^-2
START rho0 = 1.0e+10 cm^-2: r_A^2 rho0 = 4.0e-02, 1/(K rho0) = 0.3927 um
  h = 1 um: rho = 3.038e+09 cm^-2, K h rho = 0.7736, rho/rho0 = 0.3038
  h = 10 um: rho = 3.815e+08 cm^-2, K h rho = 0.9716, rho/rho0 = 0.0382
  h = 100 um: rho = 3.916e+07 cm^-2, K h rho = 0.9971, rho/rho0 = 0.0039
  within 10 percent of 1/(K h) from h = 2.634 um
START rho0 = 3.0e+09 cm^-2: r_A^2 rho0 = 1.2e-02, 1/(K rho0) = 1.309 um
  h = 1 um: rho = 1.778e+09 cm^-2, K h rho = 0.4527, rho/rho0 = 0.5926
  h = 10 um: rho = 3.503e+08 cm^-2, K h rho = 0.8921, rho/rho0 = 0.1168
  h = 100 um: rho = 3.880e+07 cm^-2, K h rho = 0.9881, rho/rho0 = 0.0129
  within 10 percent of 1/(K h) from h = 10.88 um
START rho0 = 1.0e+09 cm^-2: r_A^2 rho0 = 4.0e-03, 1/(K rho0) = 3.927 um
  h = 1 um: rho = 8.135e+08 cm^-2, K h rho = 0.2072, rho/rho0 = 0.8135
  h = 10 um: rho = 2.840e+08 cm^-2, K h rho = 0.7232, rho/rho0 = 0.2840
  h = 100 um: rho = 3.782e+07 cm^-2, K h rho = 0.9631, rho/rho0 = 0.0378
  within 10 percent of 1/(K h) from h = 34.44 um
START rho0 = 1.0e+07 cm^-2: r_A^2 rho0 = 4.0e-05, 1/(K rho0) = 392.7 um
  h = 1 um: rho = 9.977e+06 cm^-2, K h rho = 0.0025, rho/rho0 = 0.9977
  h = 10 um: rho = 9.754e+06 cm^-2, K h rho = 0.0248, rho/rho0 = 0.9754
  h = 100 um: rho = 7.972e+06 cm^-2, K h rho = 0.2030, rho/rho0 = 0.7972
  within 10 percent of 1/(K h) from h = 3533 um
EXCESS case: rho0 = 1.0e+09 cm^-2, D = 1.0e+08 cm^-2, 1/(K D) = 39.27 um
  h = 10 um: rho = 2.954e+08 cm^-2, balanced rho = 2.840e+08 cm^-2
  h = 100 um: rho = 1.010e+08 cm^-2, balanced rho = 3.782e+07 cm^-2
  h = 1000 um: rho = 1.000e+08 cm^-2, balanced rho = 3.912e+06 cm^-2
SIMULATION (r_A = u = 1): thickness grown = 15708 r_A
  predicted K = 1.2732 r_A
  rho from 9.979e-04 to 4.837e-05 r_A^-2, 774 points left, K = 1.2522 r_A
  rho from 2.499e-04 to 4.081e-05 r_A^-2, 1306 points left, K = 1.3052 r_A
  density ratio: start 3.992, end 1.185, predicted end 1.143
```
